# Welton's jitter estimate of the Lamb shift and its two cutoffs, part 1

(Sections cited here and not found follow in the second part.)

## The form of the answer

A bound electron that emits and reabsorbs one virtual photon has its level shifted by an amount proportional to $e^2$, that is, to the fine-structure constant $\alpha = e^2/(4\pi\varepsilon_0\hbar c)$. Suppose that the effect of the photon field is to displace the electron rapidly and isotropically by a small random vector $\delta\mathbf r$. A constant potential $V$ is unchanged by a displacement. A term linear in $\delta\mathbf r$ averages to zero, because the vacuum singles out no direction. The first scalar that is linear in $V$ and survives the average is $\nabla^2V$, so the shift has the form $\langle\delta r^2\rangle\langle\nabla^2V\rangle$ times a number.

Dimensions fix $\langle\delta r^2\rangle$ up to a number and a logarithm. The displacement of a free charge $-e$ of mass $m$ in a field $E$ is proportional to $eE/m$, and the mean square of a vacuum field is proportional to $\hbar/\varepsilon_0$. The contribution of frequencies near $\omega$, per unit of $\ln\omega$, is therefore $e^2\hbar/(\varepsilon_0m^2)$ times $c^{-p}\omega^{-s}$ for some powers $p$ and $s$. Since $e^2/\varepsilon_0$ has the unit $\mathrm{kg\,m^3\,s^{-2}}$ and $\hbar$ the unit $\mathrm{kg\,m^2\,s^{-1}}$, the first factor has the unit $\mathrm{m^5\,s^{-3}}$. An area requires $p=3$, which also removes the seconds, so $s=0$. Every octave of frequency contributes the same area, of order $e^2\hbar/(\varepsilon_0m^2c^3)=4\pi\alpha\,(\hbar/mc)^2$, and

$$\langle\delta r^2\rangle \sim \alpha\,\lambda_C^2\,L,\qquad \lambda_C=\frac{\hbar}{mc},\qquad L=\ln\frac{\omega_{\max}}{\omega_{\min}},$$

where $\omega_{\min}$ and $\omega_{\max}$ bound the band in which the electron responds as a free nonrelativistic particle.

For a fixed point nucleus of charge $Ze$, $V=-Z\alpha\hbar c/r$ and $\nabla^2V=4\pi Z\alpha\hbar c\,\delta^3(\mathbf r)$. Only states with $\psi(0)\neq0$, the $s$ states, are shifted, and they are shifted upward, because a smeared electron feels less of the deep centre of the well. With $|\psi(0)|^2\sim a^{-3}$ and the orbit size $a=\lambda_C/(Z\alpha)$, the shift is of order $\alpha\lambda_C^2\cdot Z\alpha\hbar c\cdot(Z\alpha/\lambda_C)^3L=\alpha(Z\alpha)^4mc^2L$. This lifts $2s$ above $2p$, which are degenerate in the nonrelativistic Coulomb problem. The Lamb shift is the splitting of $2s_{1/2}$ and $2p_{1/2}$, a pair that the Dirac equation for a point nucleus also leaves degenerate.

Throughout, the model is one spinless nonrelativistic electron, a fixed point nucleus, first order in $\alpha$, and $Z\alpha\ll1$. SI units are used. The energy scales are $mc^2$, the Hartree energy $E_h=\alpha^2mc^2$ and the Rydberg energy $\mathrm{Ry}=E_h/2$, and $a_0=\lambda_C/\alpha$, so that $a=a_0/Z$.

## The envelope estimate

### Field of one mode

In a periodic box of volume $\mathcal V$ each running wave with wave vector $\mathbf q$ and one of two transverse polarizations is an oscillator of frequency $\omega=c|\mathbf q|$ with ground-state energy $\hbar\omega/2$. In a running wave $|\mathbf B|=|\mathbf E|/c$, so the electric energy density $\tfrac12\varepsilon_0E^2$ equals the magnetic one $B^2/2\mu_0$ and each carries half of the mean energy. Hence $\tfrac12\varepsilon_0\langle E^2\rangle\mathcal V=\hbar\omega/4$ and

$$\langle E^2\rangle_{\rm mode}=\frac{\hbar\omega}{2\varepsilon_0\mathcal V}.$$

The allowed wave vectors fill $\mathbf q$ space with density $\mathcal V/(2\pi)^3$. A shell holds $4\pi q^2dq\,\mathcal V/(2\pi)^3=\mathcal V\omega^2d\omega/(2\pi^2c^3)$ of them, and the two polarizations make this $\mathcal V\omega^2d\omega/(\pi^2c^3)$ modes.

### Free response

For a field that oscillates at frequency $\omega$, the equation $m\,\delta\ddot{\mathbf r}=-e\mathbf E$ has the driven solution $\delta\mathbf r=e\mathbf E/(m\omega^2)$, because two time derivatives multiply it by $-\omega^2$. The magnetic force is smaller by $v/c$ and is dropped. Different modes are uncorrelated in the vacuum, so their mean squares add:

$$\langle\delta r^2\rangle=\int\frac{\mathcal V\omega^2d\omega}{\pi^2c^3}\,\frac{e^2}{m^2\omega^4}\,\frac{\hbar\omega}{2\varepsilon_0\mathcal V}
=\frac{e^2\hbar}{2\pi^2\varepsilon_0m^2c^3}\int\frac{d\omega}{\omega}.$$

Inserting $e^2/\varepsilon_0=4\pi\alpha\hbar c$ turns the prefactor into $4\pi\alpha\hbar^2/(2\pi^2m^2c^2)$, so

$$\langle\delta r^2\rangle=\frac{2\alpha}{\pi}\,\lambda_C^2\,L .$$

This is the full three-dimensional mean square. In units with $\hbar=c=1$ the prefactor reads $2\alpha/(\pi m^2)$. The numerical check tests the mode counting by summing the single-mode expression over the discrete wave vectors of a box within a frequency shell. The sum is $0.9993$ of the formula, inside the one per cent allowed for the graininess of the lattice.

### Smearing

Expanding $V(\mathbf r+\delta\mathbf r)$ to second order and using isotropy, $\langle\delta r_i\rangle=0$ and $\langle\delta r_i\delta r_j\rangle=\tfrac13\delta_{ij}\langle\delta r^2\rangle$, gives

$$\langle V(\mathbf r+\delta\mathbf r)\rangle-V(\mathbf r)=\tfrac12\cdot\tfrac13\langle\delta r^2\rangle\nabla^2V .$$

First-order perturbation theory then yields

$$\Delta E=\tfrac16\langle\delta r^2\rangle\langle\nabla^2V\rangle=\tfrac16\langle\delta r^2\rangle\,4\pi Z\alpha\hbar c\,|\psi(0)|^2 .$$

The density at the nucleus follows from two short identities. For $l=0$ let $u=rR$ be the reduced radial function, normalized to $\int u^2dr=1$, with $-(\hbar^2/2m)u''+(V-E)u=0$. Multiply by $u'$ and integrate from $0$ to $\infty$. The first term gives $+(\hbar^2/4m)u'(0)^2$. The second is $\tfrac12\int(V-E)(u^2)'dr=-\tfrac12\langle V'\rangle$, the boundary term vanishing because $Vu^2\propto r$ at the origin. Hence $u'(0)^2=(2m/\hbar^2)Z\alpha\hbar c\langle r^{-2}\rangle$. Next, treat $l$ as a parameter of the radial Hamiltonian, whose levels are $E=-Z^2E_h/[2(n_r+l+1)^2]$. The Hellmann–Feynman theorem equates $\partial E/\partial l=Z^2E_h/n^3$ to $(\hbar^2/2m)(2l+1)\langle r^{-2}\rangle$. At $l=0$, with $Z^2E_h=\hbar^2/(ma^2)$, this gives $\langle r^{-2}\rangle=2/(n^3a^2)$. Since $Z\alpha\hbar c\,m/\hbar^2=1/a$, one finds $u'(0)^2=4/(n^3a^3)$, and $|\psi(0)|^2=u'(0)^2/4\pi=1/(\pi n^3a^3)$. For $l>0$, $u\propto r^{l+1}$ and $\psi(0)=0$. Collecting the factors,

$$\Delta E_{nl}=\frac16\cdot\frac{2\alpha}{\pi}\lambda_C^2L\cdot4\pi Z\alpha\hbar c\cdot\frac{(Z\alpha)^3}{\pi n^3\lambda_C^3}\,\delta_{l0}
=\frac{4\alpha}{3\pi}\,\frac{(Z\alpha)^4mc^2}{n^3}\,L\,\delta_{l0},$$

where $\hbar c/\lambda_C=mc^2$ was used.

### The two cutoffs

At the top, a photon of energy near $mc^2$ gives the electron a recoil momentum near $mc$, and the nonrelativistic equation of motion fails, so $\hbar\omega_{\max}\sim mc^2$. At the bottom there are two candidates. One is $\omega=c/a=Z\alpha\,mc^2/\hbar$, where the reduced wavelength equals the size of the atom. It gives $L=\ln(1/Z\alpha)$. The other is the orbital frequency $v/a\sim(Z\alpha)^2mc^2/\hbar$, with $v\sim Z\alpha c$. The free response neglected the binding force, and this is allowed as long as the field oscillates faster than the orbit. A wave longer than the atom still shakes the light electron against the fixed nucleus. The band therefore extends down to the second frequency, and

$$L=\ln\frac{1}{(Z\alpha)^2}+C=2\ln\frac1{Z\alpha}+C,\qquad C=O(1).$$

The form $\ln(1/Z\alpha)$ has the right order of magnitude but half the coefficient of the leading logarithm. For the $2s$ level of hydrogen the prefactor of $L$ is $h\times135.6$ MHz, and the two choices give $h\times667$ MHz and $h\times1335$ MHz. The measured $2s_{1/2}$–$2p_{1/2}$ splitting is roughly 1 GHz, between the two, so this one comparison cannot decide between them. The decision needs a derivation.

## Smearing a singular potential exactly

The Taylor series above has no meaning at $r\lesssim|\delta\mathbf r|$, which is the only region where its result is nonzero. The average can be done without expanding. For a displacement $\mathbf s$ of fixed length $s$ and random direction, with $u$ the cosine of the angle between $\mathbf r$ and $\mathbf s$,

$$\frac12\int_{-1}^{1}\frac{du}{\sqrt{r^2+s^2+2rsu}}=\frac{(r+s)-|r-s|}{2rs}=\frac1{\max(r,s)} .$$

The potential is unchanged for $r>s$ and is raised by $Z\alpha\hbar c\,(1/r-1/s)$ for $r<s$. If $s\ll a$, the density may be taken at the origin:

$$\Delta E=Z\alpha\hbar c\,|\psi(0)|^2\int_0^s\Big(\frac1r-\frac1s\Big)4\pi r^2dr=4\pi Z\alpha\hbar c\,|\psi(0)|^2s^2\Big(\frac12-\frac13\Big).$$

This is $\tfrac16s^2\cdot4\pi Z\alpha\hbar c|\psi(0)|^2$. It is linear in $s^2$, so averaging over any distribution whose mean square comes from lengths $s\ll a$ replaces $s^2$ by $\langle\delta r^2\rangle$ and reproduces the envelope result. The shape of the distribution does not matter at this order.

The next order measures the error. For hydrogen, $R_{2s}\propto(1-r/2a_0)e^{-r/2a_0}$, so $R_{2s}^2\approx R_{2s}(0)^2(1-2r/a_0)$. With $r=st$ the weight of the integral is $t-t^2$, and the mean of $t$ is $(\tfrac13-\tfrac14)/(\tfrac12-\tfrac13)=\tfrac12$. The relative correction for a fixed length is $-s/a_0$. For $L=\ln(1/\alpha^2)$ the rms jitter is $0.00156\,a_0$, and direct quadrature with the full wave function gives $0.99844$ of the formula. For a Gaussian distribution of the same mean square the correction is $-\langle s^3\rangle/(\langle s^2\rangle a_0)$, and the quadrature gives $0.99809$. Both are asserted to lie within one per cent of the formula.

For $2p$, $R_{2p}^2\approx r^2/(24a_0^5)$, and the same integral gives $\alpha\hbar c\,s^4(\tfrac14-\tfrac15)/(24a_0^5)=E_h(s/a_0)^4/480$. A three-dimensional Gaussian with variance $\sigma^2$ per axis has $\langle s^2\rangle=3\sigma^2$ and $\langle s^4\rangle=15\sigma^4=\tfrac53\langle s^2\rangle^2$, so the shift is $E_h\langle s^2\rangle^2/(288\,a_0^4)$. With $E_h/h=4.1341\times10^{16}\,\mathrm{s^{-1}}/2\pi$ this is $(0.0015603)^4\times6.580\times10^{15}\,\mathrm{Hz}/288=135$ Hz, and the quadrature gives $135$ Hz. It is about $10^{-7}$ of the $2s$ shift. It is of second order in $\langle\delta r^2\rangle$, hence in $\alpha$, and is not the physical shift of the $2p$ level. At first order in $\alpha$ the picture gives zero for $l>0$.

## The lower cutoff from quantum mechanics

### Second-order shift

With charge $-e$ the Hamiltonian is $(\mathbf p+e\mathbf A)^2/2m+V$ plus the field energy. In the Coulomb gauge $\mathbf p$ and $\mathbf A$ commute, and the coupling is $(e/m)\mathbf p\cdot\mathbf A+e^2A^2/2m$. The vacuum mean of $A^2$ is the same number for every electron state and drops out of level differences. Since $\mathbf E=-\dot{\mathbf A}$, one mode has $\langle A^2\rangle=\langle E^2\rangle/\omega^2=\hbar/(2\varepsilon_0\mathcal V\omega)$. In the dipole approximation, which is examined below, the mode function $e^{-i\mathbf q\cdot\mathbf r}$ is set to one, and the amplitude for going from the level $|0\rangle$ under study to $|n\rangle$ with one photon of polarization $\boldsymbol\epsilon$ is $(e/m)\sqrt{\hbar/2\varepsilon_0\mathcal V\omega}\;\boldsymbol\epsilon\cdot\mathbf p_{n0}$, with $\mathbf p_{n0}=\langle n|\mathbf p|0\rangle$. The sum over the two polarizations gives $|\mathbf p_{n0}|^2-|\hat{\mathbf q}\cdot\mathbf p_{n0}|^2$, and the average over directions of $\hat{\mathbf q}$ turns this into $\tfrac23|\mathbf p_{n0}|^2$. Write $k=\hbar\omega$ for the photon energy and $\Delta_n=E_n-E_0$. Then

$$\Delta E^{(2)}=-\frac{e^2}{m^2}\int\frac{\mathcal V\omega^2d\omega}{2\pi^2c^3}\,\frac{\hbar}{2\varepsilon_0\mathcal V\omega}\,\frac23\sum_n\frac{|\mathbf p_{n0}|^2}{\Delta_n+k}.$$

With $\omega\,d\omega=k\,dk/\hbar^2$ the constant in front is $e^2/(6\pi^2\varepsilon_0\hbar c^3m^2)=2\alpha/(3\pi m^2c^2)$, and with an upper limit $K$,

$$\Delta E^{(2)}=-\frac{2\alpha}{3\pi m^2c^2}\int_0^Kdk\sum_n|\mathbf p_{n0}|^2\,\frac{k}{\Delta_n+k}.$$

### Removing the free-electron part

Split $k/(\Delta_n+k)=1-\Delta_n/(\Delta_n+k)$. By completeness the term $1$ gives $-(2\alpha K/3\pi m^2c^2)\langle p^2\rangle$. A free electron, for which $\mathbf p$ is diagonal and $\Delta_n=0$, has exactly this term and nothing else. It has the form $-(\delta m/m)\,p^2/2m$, the change of the kinetic energy under $m\to m+\delta m$, with $\delta m/m=4\alpha K/(3\pi mc^2)$. The measured electron mass already contains $\delta m$, so when $m$ in the atomic Hamiltonian is the measured mass this term must not be counted again. What remains is

$$\Delta E=\frac{2\alpha}{3\pi m^2c^2}\int_0^Kdk\sum_n\frac{|\mathbf p_{n0}|^2\Delta_n}{\Delta_n+k}.$$

### The sum rule that recovers the jitter

Let $D=\sum_n|\mathbf p_{n0}|^2\Delta_n$ and $H=p^2/2m+V$. Because $\langle n|[H,p_i]|0\rangle=\Delta_n\langle n|p_i|0\rangle$, one has $D=\sum_i\langle p_i[H,p_i]\rangle$. Because $\langle0|[H,p_i]|n\rangle=-\Delta_n\langle0|p_i|n\rangle$, one also has $D=-\sum_i\langle[H,p_i]p_i\rangle$. The mean of the two is $\tfrac12\sum_i\langle[p_i,[H,p_i]]\rangle$. With $p_i=-i\hbar\partial_i$, $[H,p_i]=[V,p_i]=i\hbar\,\partial_iV$, and $[p_i,i\hbar\partial_iV]=(-i\hbar)(i\hbar)\partial_i^2V=\hbar^2\partial_i^2V$. Therefore

$$D=\frac{\hbar^2}2\langle\nabla^2V\rangle .$$

For an $s$ state $D\neq0$, and one may define weights $w_n=|\mathbf p_{n0}|^2\Delta_n/D$ with $\sum_nw_n=1$. The constant in front becomes $(2\alpha/3\pi m^2c^2)(\hbar^2/2)=(\alpha/3\pi)\lambda_C^2=\tfrac16(2\alpha/\pi)\lambda_C^2$, so

$$\Delta E=\frac16\,\frac{2\alpha}{\pi}\lambda_C^2\,\langle\nabla^2V\rangle\int_0^K\frac{dk}{k}\,S(k),\qquad S(k)=\sum_nw_n\,\frac{k}{k+\Delta_n}.$$

This is the envelope formula with its prefactor confirmed and with the sharp lower cutoff replaced by a computed switch. For $k\gg\Delta_n$ the switch tends to one and the free jitter is recovered. For $k\ll\Delta_n$ it vanishes linearly in $k$ and the integral converges. The scale of the switch is set by excitation energies, and $c$ does not appear in them. For $1s$ and $2s$ all weights are non-negative: $\mathbf p$ connects $s$ only to $p$ states, no $p$ level lies below, and the degenerate $2p$ level has $\Delta_n=0$ and no weight. For higher states the levels below give negative weights and a pole at $k=-\Delta_n$. The shift is then the principal value, which puts $|\Delta_n|$ into the logarithms below, and the pole describes spontaneous decay.

The program tests this chain without perturbation theory on a one-dimensional model in dimensionless units, $H=p^2/2+x^2/2+0.1x^4-g\,p\,(b+b^\dagger)+\omega b^\dagger b$, with one weakly coupled mode. Here $\dot x=p-g(b+b^\dagger)$, so the driven part of $x$ has mean square $g^2/\omega^2$ and the jitter prediction is $\tfrac12(g^2/\omega^2)\langle V''\rangle$. The Hamiltonian is diagonalized, the free term $-g^2\langle p^2\rangle/\omega$ is removed, and the remainder is divided by the prediction. At order $g^2$ the ratio is $S(\omega)$. Every $\Delta_n$ is at least the first gap, $1.2104$, so $S\le\omega/(\omega+1.2104)$, which is $0.9940$ at $\omega=200$ and $0.0397$ at $\omega=0.05$. The diagonalization at $g=0.02$ gives $0.9935$ and $0.0391$, slightly below these bounds. The first value still contains a term of higher order in $g$: it rises to $0.9936$ at $g=0.01$ and approaches $S(200)=0.9937$ as $g\to0$. A mode far above the excitation energy gives nearly the full shift that the free jitter predicts, and a mode far below it gives only a small fraction of that prediction.

Second-order perturbation theory in the dipole approximation has confirmed the prefactor of the jitter estimate and replaced the sharp lower cutoff by a switch $S(k)$ whose scale is set by the excitation energies. It remains to justify the dipole approximation for wavelengths shorter than the atom, to compute the constant that accompanies the logarithm, and to examine the upper cutoff and the numerical results.
